# Projected Range of an Ion with Exponential Directional Memory

## Problem

An ion enters a solid along the $x$ axis, is deflected by many collisions, and comes to rest after a total path length $R$, measured along its crooked track. Let $s$ be the path already travelled and $\theta(s)$ the angle between the ion's direction of motion and $x$. The directional memory is the mean cosine over many ions,

$$C(s)=\langle\cos\theta(s)\rangle ,\qquad C(0)=1 .$$

The projected range $R_p$ is the mean final depth along $x$. Assume that every ion has the same $R$, that the target is amorphous, and that no ion is lost through the surface.

(a) Show that independent collisions with fixed statistics give $C(s)=e^{-s/\lambda}$, and express $\lambda$ through the collision properties.

(b) Find $R_p$ for any constant $\lambda$. Show that it is 63.2 percent of the path when $\lambda=R$.

(c) Evaluate $R_p$ for $R=\lambda=200$ nm.

(d) Phosphorus implanted into amorphous germanium at 150000 eV has a path of roughly this length. Judge how well a constant $\lambda$ serves there.

## Hints

1. In a short step $ds$ the ion advances in depth by the component of that step along $x$. Add the steps before averaging.

2. Split the direction after a collision into a part along the old direction and a part perpendicular to it. In an amorphous target, no azimuth about the old direction is preferred.

3. For (b), the average needed is that of $\cos\theta$ over the whole path, not its value at the end.

4. For (d), ask how the deflection in a collision depends on the fraction of its energy that the ion loses. Momentum and energy conservation are enough.

## Solution

### (a) Why the memory is exponential

Let $\mathbf u$ be the unit vector along the motion before a collision, and let the collision deflect the ion by an angle $\phi$. The new direction is

$$\mathbf u'=\mathbf u\cos\phi+\mathbf n\sin\phi ,$$

where $\mathbf n$ is a unit vector perpendicular to $\mathbf u$. Take the component along $x$. The first term gives $\cos\theta\cos\phi$. For the second, the part of the $x$ unit vector perpendicular to $\mathbf u$ has length $\sin\theta$, so $\mathbf n$ has $x$ component $\sin\theta\cos\psi$, with $\psi$ the azimuth measured from that part. Hence

$$\cos\theta'=\cos\theta\cos\phi+\sin\theta\sin\phi\cos\psi .$$

All azimuths are equally likely, so $\langle\cos\psi\rangle=0$ and the last term averages to zero. If $\phi$ is independent of the earlier direction, the average of the first term factorizes:

$$\langle\cos\theta'\rangle=\langle\cos\theta\rangle\langle\cos\phi\rangle .$$

Each collision multiplies the mean cosine by $\langle\cos\phi\rangle$.

Let $\ell$ be the mean free path. In a short step $ds$ a collision occurs with probability $ds/\ell$, and none occurs with probability $1-ds/\ell$. Therefore

$$C(s+ds)=\left(1-\frac{ds}{\ell}\right)C(s)+\frac{ds}{\ell}\langle\cos\phi\rangle C(s).$$

Subtract $C(s)$ and divide by $ds$:

$$\frac{dC}{ds}=-\frac{C}{\lambda},\qquad \frac1\lambda=\frac{1-\langle\cos\phi\rangle}{\ell}.$$

For constant $\lambda$ and $C(0)=1$, the solution is $C(s)=e^{-s/\lambda}$.

The length $\lambda$ is in general not the free path. Isotropic scattering has $\langle\cos\phi\rangle=0$ and $\lambda=\ell$. If every collision has $\cos\phi=0.9$, then $\lambda=\ell/0.1=10\ell$: ten free paths are needed to reduce the mean cosine to $1/e$.

### (b) From memory to depth

In a step $ds$ the depth changes by $dx=\cos\theta(s)\,ds$. The final depth of one ion is

$$x(R)=\int_0^R\cos\theta(s)\,ds .$$

Since $R$ is the same for all ions, the limits are fixed and the average can be taken inside the integral:

$$R_p=\langle x(R)\rangle=\int_0^R C(s)\,ds .$$

This relation does not need an exponential. Inserting the exponential gives

$$R_p=\int_0^R e^{-s/\lambda}ds=\left[-\lambda e^{-s/\lambda}\right]_0^R=\lambda\left(1-e^{-R/\lambda}\right).$$

For $\lambda=R$ the exponent is $-1$, and

$$R_p=R\left(1-\frac1e\right)=0.632\,R ,$$

which is the stated result.

The number is a mean depth divided by a path length. It is not the fraction of ions that reach some depth. Nor does the final mean cosine, $1/e=0.368$, mean that every ion ends at one particular angle: some still move forward and others move backward.

The definition of the memory length matters. Had it been the length $h$ over which the mean cosine halves, then $e^{-h/\lambda}=1/2$ and $\lambda=h/\ln2$. Setting $h=R$ would give $R_p=(R/\ln2)(1-1/2)=0.721R$. The figure of 63.2 percent belongs to the $1/e$ length.

**Long memory.** If $\lambda\gg R$, expand $e^{-R/\lambda}=1-R/\lambda+R^2/(2\lambda^2)-\dots$ to obtain

$$R_p\simeq R-\frac{R^2}{2\lambda}.$$

The track is nearly straight, and the first correction is half the path times the small ratio $R/\lambda$.

**Short memory.** If $\lambda\ll R$, the exponential is negligible and $R_p\to\lambda$. Further path adds almost nothing to the mean depth, because forward and backward steps then nearly cancel in the average.

Random walks with $\lambda=1$ test both the memory law and the depth formula. For $R=1$, isotropic scattering with $\ell=1$ gave $R_p/R=0.6328\pm0.0014$, and scattering with $\ell=0.1$ and $\cos\phi=0.9$ gave $0.6318\pm0.0008$; the formula gives 0.6321. For $R=2$ the two walks gave $0.4310\pm0.0014$ and $0.4320\pm0.0010$, against 0.4323. The uncertainties are one standard error. Two different scattering laws with the same $\lambda$ thus give the same mean depth within the sampling error.

### (c) The numbers

With $R=\lambda=200$ nm, the mean cosine at the end of the path is $e^{-1}=0.3679$, and

$$R_p=200\ \text{nm}\times(1-0.3679)=126.4\ \text{nm}=1264\ \text{angstrom}.$$

The mean depth is 73.6 nm shorter than the path. This shortfall comes from deflection alone; energy loss enters the model only by fixing where the path ends.

### (d) Phosphorus in amorphous germanium

A real ion slows down, so the collision statistics change along its path. To see how $\lambda$ responds, let an ion of mass $M_1$ and energy $E$ transfer energy $T$ to a resting atom of mass $M_2$. The momenta satisfy $p^2=2M_1E$ before the collision, $p'^2=2M_1(E-T)$ after it, and $q^2=2M_2T$ for the recoiling atom. Momentum conservation, $\mathbf q=\mathbf p-\mathbf p'$, gives $q^2=p^2+p'^2-2pp'\cos\phi$, or

$$2M_2T=4M_1E-2M_1T-4M_1\sqrt{E(E-T)}\cos\phi .$$

Solve for the cosine, with $\mu=M_2/M_1$ and $\tau=T/E$:

$$\cos\phi=\frac{1-\tfrac12(1+\mu)\tau}{\sqrt{1-\tau}} .$$

For small $\tau$, use $(1-\tau)^{-1/2}\simeq1+\tau/2$ and keep first order:

$$1-\cos\phi\simeq\frac{\mu}{2}\,\frac{T}{E}.$$

Let $n$ be the number of atoms per volume and $d\sigma$ the differential cross section. Since $1/\ell=n\sigma$ and $\langle\cos\phi\rangle=\sigma^{-1}\int\cos\phi\,d\sigma$, the result of (a) becomes

$$\frac1\lambda=n\int(1-\cos\phi)\,d\sigma\simeq\frac{\mu}{2}\frac{S_n}{E},\qquad S_n=n\int T\,d\sigma .$$

Here $S_n$ is the nuclear stopping, the mean energy given to atomic recoils per unit path. In this small-deflection estimate, the memory length therefore shrinks during slowing down unless $S_n$ falls at least as fast as $E$.

At 150000 eV the computed nuclear stopping is 397 eV/nm, and $\mu=72.63/30.974=2.345$. The small-deflection estimate is

$$\lambda\simeq\frac{2\times150000}{2.345\times397}\ \text{nm}=322\ \text{nm}.$$

The full integral gives 282 nm. The estimate is too long because, for this mass ratio, the terms dropped from $1-\cos\phi$ are positive: the next one is $(\mu/4-1/8)\tau^2$.

The values of $S_n$ and $\lambda$ come from a binary-collision model. In atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), it uses Lindhard's scattering law with the Winterbon-Sigmund-Sanders fit for a Thomas-Fermi interaction:

$$d\sigma=\pi a^2\frac{f(x)}{x^2}dx,\qquad f(x)=\frac{1.309\,x^{1/3}}{\left[1+(2.618\,x^{4/3})^{2/3}\right]^{3/2}} .$$

The screening length is $a=(9\pi^2/128)^{1/3}/\sqrt{Z}$, with $Z=Z_1^{2/3}+Z_2^{2/3}$. The variable $x$ runs from 0 to $\varepsilon=aEM_2/[Z_1Z_2(M_1+M_2)]$, and the energy transfer is

$$T=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\,\frac{x^2}{\varepsilon^2}.$$

Electrons slow the ion without deflecting it, at the Lindhard-Scharff rate $S_e=8\pi nZ_1^{7/6}Z_2v/Z^{3/2}$, where $v$ is the ion speed. These laws are model inputs, not consequences of the derivation above. The fit is also approximate: at 150000 eV, classical orbits in the Thomas-Fermi potential itself give a nuclear stopping about 9 percent lower and a memory length about 10 percent longer.

The total cross section of this scattering law diverges at small $x$, where $f(x)/x^2$ varies as $x^{-5/3}$. The integrals for $S_n$ and $1/\lambda$ still converge, because $T$ and $1-\cos\phi$ both vary as $x^2$ there. To follow single ions with a finite free path, collisions with $x<0.001$ are left out. The density is taken from the crystal lattice constant, $n=8/(0.5658\ \text{nm})^3=44.2\ \text{nm}^{-3}$, as an approximation for the amorphous target. All collision rates and the electronic stopping are proportional to $n$, so every computed path, depth and memory length scales as $1/n$ and the ratio $R_p/R$ does not depend on it.

The computed memory length falls from 282 nm at 150000 eV to 112 nm at 75000 eV and 20 nm at 15000 eV. A constant $\lambda$ is thus a poor description of the local scattering. The mean depth is a less demanding quantity, since it depends on the integral of $C$. Following 8000 ions through this model gave a mean path of 195.8 nm, a mean depth of 119.8 nm, and

$$\frac{R_p}{R}=\frac{119.8}{195.8}=0.612 ,$$

with a standard error of 0.002. Here $R$ denotes the mean path. The constant-memory formula reproduces this ratio if $R/\lambda=1.078$, or $\lambda=195.8/1.078=182$ nm. This is an effective length that reproduces the mean depth of the whole track. The local memory length passes through the same value somewhere between 150000 and 75000 eV, but it does not stay there.

The agreement with 0.632 should not be read as evidence that $\lambda$ is constant. Keeping $\lambda$ at its initial 282 nm would give $R/\lambda=0.695$ and $R_p/R=(1-e^{-0.695})/0.695=0.72$. The memory starts longer than the path and then becomes much shorter, and these departures from $\lambda=R$ act on the depth in opposite directions. They do not cancel: the local memory length drops below $R$ within the first quarter of the path, and integrating the decay law with it along a smoothly slowing track gives a ratio of only about 0.53. Most of the remaining gap to 0.612 comes from a link within single collisions. Ions that happen to avoid hard collisions keep more of their energy and more of their initial direction, so the longer paths tend to be the straighter ones. In this collision model, the link makes the mean depth larger than it would be if energy losses and deflections were drawn independently, in which case the ratio is about 0.54.

Neither depth has been compared here with a measured implant profile. The round values $R=\lambda=200$ nm give a depth of 126.4 nm, which is 5.5 percent above the 119.8 nm of the collision model. Part of the difference is the slightly longer chosen path; the ratio 0.632 itself is 3.3 percent above 0.612. The assumption of no surface loss is also broken: 1.9 percent of the followed ions recrossed the entrance plane, and leaving them out raises the mean depth to 122.4 nm. The collision model stops ions at 500 eV, omitting about 3 nm of path by its smooth-energy-loss estimate. That last stretch adds almost nothing to the mean depth, so counting it lowers $R_p/R$ by a little more than 1 percent, which exceeds the standard error quoted above. It also leaves out target damage, surface binding and errors in the stopping laws. In crystalline germanium, ions can be steered along open channels, which violates the assumption of random azimuths and independent collisions. That effect is not sized here, so these numbers should not be applied to an implant aligned with a crystal channel.

## Variation 1: memory that shrinks along the path

**Question.** The memory length starts at $\lambda_0$ and falls linearly to zero at the end of the path, $\lambda(s)=\lambda_0(1-s/R)$. Find $R_p$, first in general and then for $\lambda_0=R$.

**Solution.** The local decay law still holds:

$$\frac{1}{C}\frac{dC}{ds}=-\frac{1}{\lambda_0(1-s/R)} .$$

Integrate from 0 to $s$. Since $\int_0^s ds'/(1-s'/R)=-R\ln(1-s/R)$,

$$\ln C=\frac{R}{\lambda_0}\ln\left(1-\frac sR\right),\qquad C(s)=\left(1-\frac sR\right)^{R/\lambda_0}.$$

With $y=1-s/R$ and $ds=-R\,dy$,

$$R_p=R\int_0^1y^{R/\lambda_0}dy=\frac{R}{1+R/\lambda_0}.$$

For $\lambda_0=R$ the memory is $C=1-s/R$ and $R_p=R/2$. Direct numerical integration of the decay law also gives 0.5000. At the same path and the same initial memory length, the shrinkage lowers the ratio from 0.632 to 0.500. The sign is general: if $\lambda(s)\le\lambda_0$ everywhere, then $C(s)=\exp[-\int_0^sds'/\lambda(s')]$ cannot exceed $e^{-s/\lambda_0}$, and neither can its integral exceed the constant-memory result.

For the phosphorus values $R=195.8$ nm and $\lambda_0=281.7$ nm, the linear law gives $1/(1+0.695)=0.59$. The followed ions gave 0.612, and constant memory at the initial value gave 0.72. The linear law lies closer to the followed ions than the constant initial value does, but it is an illustration, not a fit to the germanium calculation. Its closeness is partly accidental, because two errors offset each other. The linear law lies above the local memory length of the collision model (141 nm against about 100 nm at half the path), which raises the ratio. It also leaves out the link between energy loss and deflection in single collisions, which lowers it.

## Variation 2: ions with different path lengths

**Question.** Keep $\lambda$ constant and equal to the mean path $\bar R$, but let individual paths vary. Assume that ions of every path length share the same memory law up to their stopping points. Does the mean depth rise or fall, and by how much for a relative spread of 0.260?

**Solution.** Write an individual path as $R=\bar R(1+\delta)$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. Ions with this path have mean depth $\bar R(1-e^{-1-\delta})$. Averaging over paths gives

$$\frac{R_p}{\bar R}=1-\frac1e\left\langle e^{-\delta}\right\rangle .$$

The curve $e^{-\delta}$ lies above its tangent $1-\delta$ except at $\delta=0$. Its average therefore exceeds 1 whenever the paths vary, and the mean depth falls. Physically, the extra path of a long-lived ion is travelled with less directional memory than the path missing from a short-lived one.

For a small spread, $e^{-\delta}\simeq1-\delta+\delta^2/2$, so

$$\frac{R_p}{\bar R}\simeq1-\frac1e-\frac{\sigma^2}{2e}.$$

The relative spread of the followed phosphorus paths is $\sigma=0.260$. The reduction is $0.3679\times0.260^2/2=0.0124$, and the ratio becomes $0.6321-0.0124=0.6197$. Averaging the exponential directly over those paths gives 0.6192, so the second-order estimate is adequate here.

This isolates the spread at fixed $\lambda$. In the collision model, a hard collision both turns the ion and removes energy, so path length and direction are correlated. The assumption of a shared memory law then fails, and 0.6192 is not a prediction of the full ratio, 0.612.

## Computed results

```
MODEL EXAMPLE
total path: 200.0 nm
memory length: 200.0 nm
mean cosine at end of path: 0.3679
projected range: 126.42 nm = 1264.2 angstrom
projected range / path: 0.63212
path minus projected range: 73.58 nm
RANDOM-WALK TESTS (memory length = 1)
isotropic, path 1: depth/path 0.6328 +/- 0.0014, end cosine 0.3706
isotropic, path 2: depth/path 0.4310 +/- 0.0014, end cosine 0.1351
small-angle, path 1: depth/path 0.6318 +/- 0.0008, end cosine 0.3667
small-angle, path 2: depth/path 0.4320 +/- 0.0010, end cosine 0.1345
formula depth/path at path 2: 0.4323
shrinking memory, depth/path: 0.5000
PHOSPHORUS IN AMORPHOUS GERMANIUM, COLLISION MODEL
ion energy: 150000 eV; stop energy: 500 eV
ion mass: 30.974 u; target mass: 72.63 u
lattice constant used for density: 0.5658 nm
number of ions followed: 8000
screening length: 0.01165 nm
reduced energy at start: 1.773
memory length at 150000 eV: 281.7 nm
memory length at 75000 eV: 112.0 nm
memory length at 15000 eV: 19.6 nm
sampled memory length at start: 285.5 nm
nuclear stopping at start: 397 eV/nm
electronic stopping at start: 434 eV/nm
path from smooth energy loss: 198.2 nm
mean path of followed ions: 195.8 nm
path omitted below stop energy: 2.94 nm
relative spread of path: 0.260
mean depth, no surface loss: 119.8 nm
mean depth / mean path: 0.6120 +/- 0.0022
equivalent constant path/memory: 1.078
ideal ratio after path spread alone: 0.6192
fraction recrossing surface: 0.0187
mean depth of ions not recrossing: 122.4 nm
```
